# Length and velocity forms of plane-wave photoionization of hydrogen: verification in Python

```python
"""
Hydrogen 1s photoionization with a plane-wave final state.
Result under test: sigma_length = 4 * sigma_velocity at every photon energy,
  sigma_velocity = (256 pi alpha / 3) k^3 / (1 + k^2)^5   (squared bohr),
when omega = (k^2 + 1)/2 and the nucleus is the origin.
Symbols (atomic units): k electron wave number, omega photon energy,
alpha fine-structure constant, D = <k|eps.r|i>, P = <k|eps.p|i>.
The Coulomb result is the nonrelativistic dipole one for a fixed nucleus.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
area = bohr**2                      # squared angstrom per squared bohr
pi = np.pi


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---------- derived formulas ----------
def sigma_velocity(k):
    return 256 * pi * alpha / 3 * k**3 / (1 + k * k)**5


def sigma_length(k):
    return 1024 * pi * alpha / 3 * k**3 / (1 + k * k)**5


def sigma_coulomb(k):
    """Closed cross section with the Coulomb final state."""
    return (512 * pi**2 * alpha / 3 / (1 + k * k)**4
            * np.exp(-4 * np.arctan(k) / k) / -np.expm1(-2 * pi / k))


def wave_number(photon_ev):
    return np.sqrt(2 * photon_ev / hartree_ev - 1)


# ---------- amplitudes from their definition, 3D quadrature ----------
r_max = 100.0       # bohr; the slowest orbital, exp(-r/2), is negligible here
x_r, w_r = np.polynomial.legendre.leggauss(240)
x_m, w_m = np.polynomial.legendre.leggauss(160)
r = (r_max / 2 * (x_r + 1))[:, None, None]
mu = x_m[None, :, None]             # cosine between r and k
azimuth = (2 * pi * np.arange(4) / 4)[None, None, :]
weight = ((r_max / 2 * w_r)[:, None, None] * w_m[None, :, None]
          * (2 * pi / 4) * np.ones_like(azimuth) * r**2)


def amplitudes(orbital, charge, k, cos_theta, shift=0.0):
    """D, P and <k|V eps.r|i>; cos_theta is between k and eps."""
    sin_theta = np.sqrt(1 - cos_theta**2)
    unit = mu * cos_theta + np.sqrt(1 - mu**2) * sin_theta * np.cos(azimuth)
    wave = weight * np.exp(-1j * k * r * mu)
    psi = orbital(r)
    slope = orbital(r + 1e-20j).imag / 1e-20    # complex-step derivative
    D = np.sum(wave * (r * unit + shift) * psi)
    P = np.sum(wave * (-1j) * unit * slope)
    VR = np.sum(wave * (-charge / r) * r * unit * psi)
    return D, P, VR


def cross_sections_3d(orbital, charge, binding, k, shift=0.0):
    omega = k * k / 2 + binding
    nodes, weights = np.polynomial.legendre.leggauss(4)
    sum_D = sum_P = 0.0
    for c, w in zip(nodes, weights):
        D, P, _ = amplitudes(orbital, charge, k, c, shift)
        sum_D += 2 * pi * w * abs(D)**2
        sum_P += 2 * pi * w * abs(P)**2
    density = k / (2 * pi)**3
    return (4 * pi**2 * alpha * omega * density * sum_D,
            4 * pi**2 * alpha / omega * density * sum_P)


def orbital_1s(charge):
    return lambda s: np.sqrt(charge**3 / pi) * np.exp(-charge * s)


def orbital_2s(s):
    return (2 - s) * np.exp(-s / 2) / (4 * np.sqrt(2 * pi))


for k in (0.2, 0.9, 2.4):
    sL, sV = cross_sections_3d(orbital_1s(1.0), 1.0, 0.5, k)
    assert close(sL, sigma_length(k), 1e-8)
    assert close(sV, sigma_velocity(k), 1e-8)
    assert close(sL / sV, 4, 1e-8)
    c = 0.6
    D, P, VR = amplitudes(orbital_1s(1.0), 1.0, k, c)
    assert close(D, -32j * np.sqrt(pi) * k * c / (1 + k * k)**3, 1e-8)
    assert close(P, 8 * np.sqrt(pi) * k * c / (1 + k * k)**2, 1e-8)
    assert close(1j * VR, -P, 1e-8)
    # commutator identity with the potential term, also for 2s
    for orb, binding in ((orbital_1s(1.0), 0.5), (orbital_2s, 0.125)):
        D, P, VR = amplitudes(orb, 1.0, k, c)
        assert close(1j * (k * k / 2 + binding) * D + 1j * VR, P, 1e-7)

# another nuclear charge keeps the factor; 2s does not
sL, sV = cross_sections_3d(orbital_1s(2.0), 2.0, 2.0, 1.3)
assert close(sL / sV, 4, 1e-8)


def ratio_2s(k):
    return (3 - (4 * k * k + 1) / (4 * k * k - 1))**2


for k in (0.9, 1.2, 2.4):
    sL, sV = cross_sections_3d(orbital_2s, 1.0, 0.125, k)
    assert close(sL / sV, ratio_2s(k), 1e-6)
assert close(ratio_2s(1e4), 4, 1e-6)


# dependence of the length form on the origin
def shift_factor(k, a):
    return 1 + 3 * a * a * (1 + k * k)**2 / (16 * k * k)


sL, _ = cross_sections_3d(orbital_1s(1.0), 1.0, 0.5, 1.1, shift=0.7)
assert close(sL / sigma_length(1.1), shift_factor(1.1, 0.7), 1e-8)

# ---------- independent road: energy-normalized p waves ----------
x_p, w_p = np.polynomial.legendre.leggauss(140)
r_p, w_p = 16 * (x_p + 1), 16 * w_p


def cross_sections_partial(k, final_charge):
    omega = (k * k + 1) / 2
    F = np.array([float(mp.re(mp.coulombf(1, -final_charge / k, k * s)))
                  for s in r_p])
    u_final = np.sqrt(2 / (pi * k)) * F
    u_initial = 2 * r_p * np.exp(-r_p)
    length = np.sum(w_p * u_final * r_p * u_initial)
    velocity = np.sum(w_p * u_final * u_initial)
    return (4 * pi**2 * alpha * omega * length**2 / 3,
            4 * pi**2 * alpha / omega * velocity**2 / 3)


photon_wavelength = 135.0           # angstrom
hc = const.h * const.c / const.e / const.angstrom
photon = hc / photon_wavelength
for energy in (20.0, photon, 300.0):
    k = wave_number(energy)
    sL, sV = cross_sections_partial(k, 0.0)
    assert close(sL, sigma_length(k), 1e-6)
    assert close(sV, sigma_velocity(k), 1e-6)
    sL, sV = cross_sections_partial(k, 1.0)
    assert close(sL, sV, 1e-6)
    assert close(sL, sigma_coulomb(k), 1e-6)

# high-energy limit: Coulomb / velocity -> 1 - pi/k
k = 1e3
assert close(1 - sigma_coulomb(k) / sigma_velocity(k), pi / k, 1e-2)


# ---------- integrated oscillator strengths ----------
def strength(sigma):
    def f(k):
        return sigma(k) * k / (2 * pi**2 * alpha)
    return quad(f, 0, 1)[0] + quad(f, 1, np.inf)[0]


S_V, S_L = strength(sigma_velocity), strength(sigma_length)
S_C = strength(sigma_coulomb)
n = np.arange(2, 4001, dtype=float)
S_bound = np.sum(np.exp(8 * np.log(2) + 5 * np.log(n)
                        + (2 * n - 4) * np.log(n - 1) - np.log(3)
                        - (2 * n + 4) * np.log(n + 1)))
assert close(S_V, 0.5, 1e-7) and close(S_L, 2.0, 1e-7)
assert close(S_C + S_bound, 1.0, 1e-6)   # omitted bound tail is about 5e-8

# ---------- worked example and neglected effects ----------
k = wave_number(photon)
omega = photon / hartree_ev
kinetic = photon - hartree_ev / 2
D, P, _ = amplitudes(orbital_1s(1.0), 1.0, k, 1.0)
sV, sL, sC = sigma_velocity(k), sigma_length(k), sigma_coulomb(k)

q = alpha * omega                   # photon wave number


def with_photon_momentum(c):        # c: cosine between k and q
    return 0.75 * (1 - c * c) * ((1 + k * k)
                                 / (1 + k * k + q * q - 2 * k * q * c))**4


retardation = quad(with_photon_momentum, -1, 1, epsabs=1e-13)[0] - 1
expansion = -4 * q * q / (1 + k * k) + 8 * (k * q / (1 + k * k))**2
assert close(retardation, expansion, 2e-2)   # next order is O(q^4)

rest_energy = const.m_e * const.c**2 / const.e
mass_ratio = const.m_e / const.m_p
band = (sigma_coulomb(wave_number(0.99 * photon))
        - sigma_coulomb(wave_number(1.01 * photon))) / sC
shift = 0.5                         # angstrom
k_2s = np.sqrt(2 * omega - 0.25)

print("EXAMPLE: free hydrogen atom, 1s")
print(f"photon wavelength: {photon_wavelength:.1f} angstrom")
print(f"photon energy: {photon:.3f} eV")
print(f"1s binding energy, fixed nucleus: {hartree_ev / 2:.4f} eV")
print(f"electron kinetic energy: {kinetic:.3f} eV")
print(f"Bohr radius a0: {bohr:.6f} angstrom")
print(f"k a0: {k:.4f} (dimensionless)")
print(f"k: {k / bohr:.4f} 1/angstrom")
print("amplitudes for emission along the polarization:")
print(f"  |D|: {abs(D) * bohr**2.5:.5f} angstrom^(5/2)")
print(f"  |P|/(m omega): {abs(P) / omega * bohr**2.5:.5f} angstrom^(5/2)")
print(f"  amplitude ratio: {omega * abs(D) / abs(P):.8f}")
for name, s in (("velocity", sV), ("length", sL), ("Coulomb", sC)):
    print(f"sigma {name}: {s * area:.4e} angstrom^2 = {s * area * 100:.5f} Mb")
print(f"velocity / Coulomb: {sV / sC:.3f}")
print(f"length / Coulomb: {sL / sC:.3f}")
print("TABLE: photon eV | velocity, length, Coulomb angstrom^2 | V/C | L/C")
for energy in (14.0, 20.0, 50.0, 200.0, 1000.0, 10000.0):
    kk = wave_number(energy)
    v, l, c = sigma_velocity(kk), sigma_length(kk), sigma_coulomb(kk)
    print(f"  {energy:7.0f} | {v * area:.3e} {l * area:.3e} {c * area:.3e}"
          f" | {v / c:.3f} | {l / c:.3f}")
print("3D QUADRATURE: photon eV | length/velocity ratio")
for energy in (14.0, 20.0, photon):
    a, b = cross_sections_3d(orbital_1s(1.0), 1.0, 0.5, wave_number(energy))
    print(f"  {energy:7.2f} | {a / b:.8f}")
print("INTEGRATED OSCILLATOR STRENGTH (dimensionless)")
print(f"  plane wave, velocity: {S_V:.6f}")
print(f"  plane wave, length: {S_L:.6f}")
print(f"  Coulomb continuum: {S_C:.6f}")
print(f"  bound lines: {S_bound:.6f}")
print("LIMITS OF THE FACTOR 4, at the example photon energy")
print(f"  2s length/velocity ratio: {ratio_2s(k_2s):.4f}")
print(f"  origin shift along polarization: {shift:.1f} angstrom")
print(f"  1s ratio after that shift: {4 * shift_factor(k, shift / bohr):.3f}")
print("NEGLECTED EFFECTS, at the example photon energy")
print(f"  final-state attraction, Coulomb/velocity - 1: {sC / sV - 1:.3f}")
print(f"  photon momentum, change of sigma velocity: {retardation:.2e}")
print(f"  kinetic energy / electron rest energy: {kinetic / rest_energy:.2e}")
print(f"  electron / proton mass: {mass_ratio:.2e}")
print(f"  sigma Coulomb spread over a rough 2% band: {band:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
EXAMPLE: free hydrogen atom, 1s
photon wavelength: 135.0 angstrom
photon energy: 91.840 eV
1s binding energy, fixed nucleus: 13.6057 eV
electron kinetic energy: 78.234 eV
Bohr radius a0: 0.529177 angstrom
k a0: 2.3979 (dimensionless)
k: 4.5315 1/angstrom
amplitudes for emission along the polarization:
  |D|: 0.09008 angstrom^(5/2)
  |P|/(m omega): 0.04504 angstrom^(5/2)
  amplitude ratio: 2.00000000
sigma velocity: 5.3900e-04 angstrom^2 = 0.05390 Mb
sigma length: 2.1560e-03 angstrom^2 = 0.21560 Mb
sigma Coulomb: 2.5157e-04 angstrom^2 = 0.02516 Mb
velocity / Coulomb: 2.143
length / Coulomb: 8.570
TABLE: photon eV | velocity, length, Coulomb angstrom^2 | V/C | L/C
       14 | 2.343e-03 9.372e-03 5.841e-02 | 0.040 | 0.160
       20 | 2.572e-02 1.029e-01 2.212e-02 | 1.163 | 4.650
       50 | 3.576e-03 1.430e-02 1.584e-03 | 2.258 | 9.031
      200 | 4.047e-05 1.619e-04 2.198e-05 | 1.841 | 7.365
     1000 | 1.577e-07 6.307e-07 1.142e-07 | 1.381 | 5.525
    10000 | 5.079e-11 2.032e-10 4.544e-11 | 1.118 | 4.471
3D QUADRATURE: photon eV | length/velocity ratio
    14.00 | 4.00000000
    20.00 | 4.00000000
    91.84 | 4.00000000
INTEGRATED OSCILLATOR STRENGTH (dimensionless)
  plane wave, velocity: 0.500000
  plane wave, length: 2.000000
  Coulomb continuum: 0.434996
  bound lines: 0.565004
LIMITS OF THE FACTOR 4, at the example photon energy
  2s length/velocity ratio: 3.6864
  origin shift along polarization: 0.5 angstrom
  1s ratio after that shift: 9.306
NEGLECTED EFFECTS, at the example photon energy
  final-state attraction, Coulomb/velocity - 1: -0.533
  photon momentum, change of sigma velocity: 2.53e-04
  kinetic energy / electron rest energy: 1.53e-04
  electron / proton mass: 5.45e-04
  sigma Coulomb spread over a rough 2% band: 0.062
ALL CHECKS PASSED
```
